# Steady electron cooling into a fixed-temperature gold lattice

## Problem

The electrons in a metal can be hotter than the lattice of ions they move through. Describe the two by separate temperatures, $T_e$ and $T_l$. Gold fills the half-space $x>0$. At the wall $x=0$ the electrons are held at $T_0+\Delta T$, while the lattice is held at $T_0$ everywhere. Take the electron thermal conductivity $k=318$ W/mK and the electron-phonon coupling $G=2.6\times10^{16}$ W/m³K as constants. The coupling is defined so that electrons hand the lattice a power $G(T_e-T_l)$ per unit volume.

(a) Show that the steady temperature difference decays exponentially into the metal, over a length of about 110 nm.

(b) For $T_0=300$ K and $\Delta T=30$ K, find the temperature difference at several depths and the heat flux needed at the wall.

(c) A real lattice warms when it receives heat. During what span of time can it be treated as fixed?

(d) Is Fourier's law good enough on this length scale?

## Hints

1. Balance the energy of the electrons in a slice between $x$ and $x+dx$. In the steady state, whatever flux is missing at the far face has gone to the lattice.
2. The ratio $k/G$ has the unit (W/mK)/(W/m³K) = m². Its square root is the only length that $k$ and $G$ can form.
3. The differential equation has a growing and a decaying solution. Ask which of them can survive in a half-space.
4. For (c), compare the heat capacities of electrons and lattice, each divided by $G$.
5. For (d), obtain the electron mean free path from $k$, then follow electrons direction by direction.

## Solution

### (a) The decay law

Let $\theta(x)=T_e(x)-T_0$, and let $q(x)$ be the electron heat flux, positive towards increasing $x$. Per unit area, a slice gains $q(x)$ through its near face, loses $q(x+dx)$ through its far face, and gives $G\theta\,dx$ to the lattice. In the steady state these cancel:

$$q(x)-q(x+dx)-G\theta\,dx=0 .$$

Dividing by $dx$ and letting $dx\to0$ gives

$$-\frac{dq}{dx}=G\theta .$$

Fourier's law is $q=-k\,dT_e/dx$. Because $T_0$ is uniform, this equals $-k\,d\theta/dx$. With constant $k$, the two minus signs cancel:

$$k\,\frac{d^2\theta}{dx^2}=G\theta,\qquad\text{or}\qquad \frac{d^2\theta}{dx^2}=\frac{\theta}{L^2},\qquad L=\sqrt{\frac{k}{G}} .$$

The functions $e^{-x/L}$ and $e^{x/L}$ both satisfy this linear second-order equation and are independent, so its general solution is

$$\theta=A\,e^{-x/L}+B\,e^{x/L}.$$

In a half-space with no heat source at great depth, $\theta$ must stay bounded, hence $B=0$. The wall condition $\theta(0)=\Delta T$ then gives $A=\Delta T$:

$$\theta(x)=\Delta T\,e^{-x/L}.$$

For the given values,

$$L=\sqrt{\frac{318}{2.6\times10^{16}}}\ \text{m}=\sqrt{1.2231\times10^{-14}}\ \text{m}=110.6\ \text{nm}.$$

This is the depth at which the difference has fallen to $1/e$, or 37 %, of its wall value. Conduction spreads the electron heat and coupling drains it. A larger $k$ lengthens the profile and a larger $G$ shortens it, each through a square root: a 10 % error in $G$ shifts $L$ by about 5 %.

**A film of finite thickness.** If the metal ends at $x=d$ and no electron heat leaves there, the second condition is $\theta'(d)=0$. The combination of the two exponentials with zero slope at $d$ is a hyperbolic cosine centred there, so

$$\theta=\Delta T\,\frac{\cosh[(d-x)/L]}{\cosh(d/L)} .$$

For $d\gg L$ this returns the exponential, except close to the far face. For $d\ll L$ it is nearly uniform: the electrons stay hot throughout the film, and 110 nm is no longer visible as a decay distance.

### (b) Profile and wall flux

Each depth is inserted into $30\,e^{-x/110.6}$ K, with $x$ in nm. At 100 nm, for example, $30\,e^{-0.904}=12.15$ K.

| $x$ (nm) | $\theta$ (K) |
|---|---|
| 0 | 30.00 |
| 50 | 19.09 |
| 100 | 12.15 |
| 200 | 4.92 |
| 300 | 1.99 |
| 500 | 0.33 |

A finite-difference solution of the balance equation gives the same values. At 500 nm about 1 % of the wall difference is left.

The flux entering at the wall follows from the slope $\theta'(0)=-\Delta T/L$:

$$q(0)=\frac{k\,\Delta T}{L}=\sqrt{kG}\,\Delta T
=\frac{318\times30}{110.6\times10^{-9}}\ \text{W/m}^2=86.3\ \text{GW/m}^2 .$$

The lattice must receive all of it. Integrating the loss confirms this:

$$\int_0^\infty G\theta\,dx=G\,\Delta T\,L=\frac{k\,\Delta T}{L},$$

where the last step uses $G=k/L^2$. So large a flux already suggests that the lattice of a bulk piece of gold cannot stay at $T_0$ for long.

### (c) How long the lattice stays fixed

Two heat capacities per volume are needed. Take one conduction electron per atom, a rough density $n=5.9\times10^{28}$ m⁻³ for both, and free electrons with the ordinary electron mass. The Fermi energy is

$$E_F=\frac{\hbar^2(3\pi^2n)^{2/3}}{2m}=5.53\ \text{eV}.$$

Heating changes the occupation $f$ only within a few $k_BT$ of $E_F$. There the density of states is nearly constant, $g(E_F)=3n/(2E_F)$, and the chemical potential is nearly $E_F$. The electron number is fixed, so energies may be counted from $E_F$. With $y=(E-E_F)/k_BT$ and $f=1/(e^y+1)$,

$$C_e=\int (E-E_F)\,g\,\frac{\partial f}{\partial T}\,dE
= g(E_F)\,k_B^2T\int_{-\infty}^{\infty}\frac{y^2e^y}{(e^y+1)^2}\,dy .$$

The integrand is even. Integrating by parts on the positive half turns the integral into $4\int_0^\infty y/(e^y+1)\,dy=4\times\pi^2/12=\pi^2/3$. Therefore

$$C_e=\frac{\pi^2}{2}\,\frac{n k_B^2T}{E_F}=1.88\times10^4\ \text{J/m}^3\text{K}\quad\text{at 300 K}.$$

For the lattice, classical equipartition gives each atom $3k_B$, so $C_l=3nk_B=2.44\times10^6$ J/m³K, over a hundred times more.

A uniformly heated electron gas obeys $C_e\,d\theta/dt=-G\theta$ and relaxes in the time

$$t_e=\frac{C_e}{G}=0.72\ \text{ps}.$$

The lattice, with its own conduction neglected, obeys $C_l\,dT_l/dt=G(T_e-T_l)$. Its warming time is

$$t_l=\frac{C_l}{G}=94\ \text{ps}.$$

The profile of part (a) therefore describes the window $t_e\ll t\ll t_l$. The electrons have settled, and the lattice has hardly moved.

At the wall $T_e$ is fixed, so the lattice equation integrates directly to

$$T_l(0,t)-T_0=\Delta T\left(1-e^{-t/t_l}\right).$$

The initial rate is $G\Delta T/C_l=0.32$ K/ps. After 4 ps the rise is 1.25 K, about 4 % of $\Delta T$.

Solving both time-dependent equations from a cold start, with a rough lattice conductivity of 3 W/mK included and no lattice heat leaving through the wall, gives nearly the same rise, 1.2 K. The $1/e$ distance of $T_e-T_l$ is 66.9 nm at 0.2 ps, when heat is still spreading inwards, and 112.9 nm at 4 ps.

The small excess over 110.6 nm can be estimated. Let $\delta=T_e-T_l$. Once the electrons have settled, $\delta$ changes slowly, so the lattice rise is roughly $s\delta$ with $s=t/t_l$. Then $T_e-T_0\approx(1+s)\delta$, and the electron balance $kT_e''=G\delta$ becomes

$$(1+s)\,\delta''=\frac{\delta}{L^2}.$$

The decay length is $L\sqrt{1+s}\approx L(1+s/2)$. With $s=4/94=0.043$ this is 2 % above $L$, as found. The estimate neglects the start-up delay and lattice conduction, and it holds for $s\ll1$.

### (d) Electrons that travel far between collisions

Fourier's law needs a temperature that changes little over one mean free path $l$. To test this, let all electrons that carry heat move at the Fermi speed $v_F=\sqrt{2E_F/m}=1.39\times10^6$ m/s. Let $\mu$ be the cosine between an electron's direction and the $x$ axis, and $\theta(x,\mu)$ the temperature excess of electrons with that direction. Each collision makes the direction random and passes a small fraction $\varepsilon$ of the excess energy to the lattice. The steady balance is

$$\mu l\,\frac{\partial\theta}{\partial x}=-\theta+(1-\varepsilon)\bar\theta,\qquad
\bar\theta=\frac12\int_{-1}^{1}\theta\,d\mu .$$

The heat flux is $q=C_ev_F\,\overline{\mu\theta}$, where the bar is the same average over $\mu$. For slow variation and small $\varepsilon$, the balance gives $\theta\approx\bar\theta-\mu l\,d\bar\theta/dx$. Since $\overline{\mu}=0$ and $\overline{\mu^2}=1/3$,

$$q=-\frac{C_ev_Fl}{3}\frac{d\bar\theta}{dx},\qquad\text{so}\qquad
k=\frac{C_ev_Fl}{3},\qquad l=\frac{3k}{C_ev_F}=36\ \text{nm}.$$

This is a third of $L$: shorter, but not very much shorter.

The loss fraction follows from averaging the balance over $\mu$, which gives $l\,d\overline{\mu\theta}/dx=-\varepsilon\bar\theta$. Multiplying by $C_ev_F/l$ turns the left side into $dq/dx$, which must equal $-G\bar\theta$. Hence

$$\varepsilon=\frac{Gl}{C_ev_F}=\frac{Gl^2}{3k}=\frac{l^2}{3L^2}=0.036,$$

where $C_ev_F=3k/l$ was used.

Now try $\theta=F(\mu)e^{-x/\Lambda}$ with an unknown decay length $\Lambda>l$. The balance becomes $F\,(1-\mu l/\Lambda)=(1-\varepsilon)\bar F$. Dividing by the bracket, averaging over $\mu$ and cancelling $\bar F$ gives

$$1=\frac{1-\varepsilon}{2}\int_{-1}^{1}\frac{d\mu}{1-\mu l/\Lambda}
=(1-\varepsilon)\,\frac{\Lambda}{l}\,\text{artanh}\frac{l}{\Lambda}.$$

Set $s=l/\Lambda$, now a ratio of lengths. Divide by $1-\varepsilon$ and expand both sides, using $\text{artanh}(s)/s=1+s^2/3+s^4/5+\dots$:

$$\frac{s^2}{3}+\frac{s^4}{5}\approx\varepsilon+\varepsilon^2 .$$

At lowest order $s^2=3\varepsilon$, which is $\Lambda=L$. Put $s^2=3\varepsilon+a$ with $a$ of order $\varepsilon^2$. The second-order terms are $a/3+9\varepsilon^2/5=\varepsilon^2$, so $a=-12\varepsilon^2/5$ and $s^2=3\varepsilon(1-\tfrac45\varepsilon)$. Taking the inverse square root,

$$\Lambda\approx L\left(1+\tfrac25\varepsilon\right)=110.6\times1.014\ \text{nm}=112.2\ \text{nm}.$$

A numerical solution of the balance with discrete directions also gives 112.2 nm. The decay length of the exponential part is thus safe to about 1.5 % within this model.

The amplitude is less safe. Suppose the wall fixes the temperature of the electrons that leave it, not of those that arrive. The arriving ones last collided deeper in the metal, where it is cooler, so the average near the wall lies below $T_0+\Delta T$. The numerical solution gives an exponential part that starts at $0.79\,\Delta T$. In part (b) the wall value must then be read as that of the exponential continued back to $x=0$. Within about one mean free path of the wall the profile is not a pure exponential: the average starts near $0.84\,\Delta T$ and falls to $1/e$ of that value at about 105 nm. The wall flux is about 70 GW/m², some 2 % above $\sqrt{kG}\times0.79\,\Delta T$.

### The model beside real gold

The given $k$ is close to that of bulk gold near room temperature, and the given $G$ is of the usual size for gold, a few times $10^{16}$ W/m³K. The measured electronic heat capacity of gold is roughly 10 % above the free-electron value, which lengthens $t_e$ and, at fixed $v_F$, shortens $l$ by about as much, without touching $L$. Measured conductivity includes a small lattice part. Subtracting the rough 3 W/mK changes $L$ from 110.6 to 110.1 nm, which does not matter here. Thin films often conduct less well than bulk because electrons also scatter at surfaces and grain boundaries; halving $k$ at fixed $G$ would reduce $L$ to about 78 nm. Just after a short laser pulse the electrons need some time, roughly hundreds of femtoseconds, to acquire a common temperature, so the 0.2 ps figure above belongs to the model. The assumption that real gold breaks most severely under steady heating is the fixed lattice. The first variation shows what the two-temperature model predicts when the lattice may warm.

## Variation 1: the lattice may warm

**Question.** Let the lattice conduct heat with its own conductivity $k_p=3$ W/mK and have no other sink inside the metal. The wall still holds the lattice at $T_0$. Over what length does the steady difference $\delta=T_e-T_l$ decay?

**Solution.** The heat lost by the electrons is now a source for the lattice:

$$k\,T_e''=G\delta,\qquad k_p\,T_l''=-G\delta .$$

Divide the first equation by $k$, the second by $k_p$, and subtract:

$$\delta''=G\left(\frac1k+\frac1{k_p}\right)\delta .$$

The decaying solution has the length

$$L_{\rm free}=\left[G\left(\frac1k+\frac1{k_p}\right)\right]^{-1/2}
=\left[2.6\times10^{16}\,(0.0031+0.3333)\right]^{-1/2}\text{m}=10.7\ \text{nm}.$$

A finite-difference solution of the coupled equations, with no lattice heat leaving through the wall, also gives 10.7 nm: in these equations the lattice condition at the wall sets the size of $\delta$, not its decay length. The electrons do not cool to $T_0$ over this distance. Instead the poorly conducting lattice heats up until it meets them. Adding the two original equations gives $(kT_e+k_pT_l)''=0$, so the total heat flux is constant. Beyond a few $L_{\rm free}$ both temperatures follow one straight line towards whatever sink lies further away.

In the limit $k_p\to\infty$ the lattice carries heat off without a temperature gradient, and $L_{\rm free}\to L$. In gold, where $k_p$ is far smaller than $k$, the 110 nm of part (a) thus requires a lattice that is truly held fixed, by a sink throughout its volume or, for a limited time, by its large heat capacity. For $k_p\ll k$ the length is close to $\sqrt{k_p/G}$, set by the lattice conductivity.

The value 10.7 nm is shorter than the electron mean free path of 36 nm. With the lattice held at $T_0$ at the wall and $k_p\ll k$, however, the decay of $\delta$ comes almost wholly from the rise of the lattice temperature with depth, and Fourier's law for the electrons matters little here. The number rests instead on the rough value of $k_p$ and on Fourier's law for the lattice. It shows how strongly the steady two-temperature model reacts to lattice warming, and is not a precise prediction for gold. If no lattice heat can leave through the wall, $\delta$ is small and driven by the electron heat flow itself, and Fourier's law for the electrons then does matter.

## Variation 2: conductivity that grows with electron temperature

**Question.** At fixed lattice temperature, $C_e$ is proportional to $T_e$. If $v_F$ and $l$ stay constant, $k=C_ev_Fl/3$ gives a conductivity $k\,T_e/T_0$, with $k$ now the value at $T_0$. How far does the $1/e$ distance move for $\Delta T=30$ K?

**Solution.** Let $v=\theta/T_0$, so that $T_e/T_0=1+v$. The balance of part (a) becomes

$$\frac{dP}{dx}=\frac{v}{L^2},\qquad P=(1+v)\frac{dv}{dx}.$$

Multiply the first equation by $P$, writing $P$ on the right as $(1+v)\,dv/dx$:

$$P\frac{dP}{dx}=\frac{(v+v^2)}{L^2}\frac{dv}{dx}.$$

Both sides are derivatives. Since $v$ and $P$ vanish at great depth, the integration constant is zero:

$$\frac{P^2}{2}=\frac1{L^2}\left(\frac{v^2}{2}+\frac{v^3}{3}\right),\qquad
P=-\frac vL\sqrt{1+\frac{2v}{3}} .$$

The minus sign is chosen because $v$ falls with depth. Dividing by $1+v$ gives $dv/dx$. Separating variables, the depth at which $v$ falls from $v_0=\Delta T/T_0=0.1$ to $v_0/e$ is

$$x_{1/e}=L\int_{v_0/e}^{v_0}\frac{1+v}{v\sqrt{1+2v/3}}\,dv .$$

For small $v$ the factor $(1+v)/\sqrt{1+2v/3}$ is about $(1+v)(1-v/3)\approx1+2v/3$. The integral is then elementary:

$$x_{1/e}\approx L\left[1+\tfrac23v_0\left(1-\tfrac1e\right)\right]=1.042\,L .$$

The full integral gives 115.2 nm, as does a direct numerical solution of the differential equation. The shift is 4 % of $L$. Hotter electrons conduct better and carry their heat further before losing it. Deeper in, where $v\to0$, the local decay length returns to 110.6 nm. The numerical output below collects the main values.

## Values computed for the example and the checks

```
Electron conductivity k: 318 W/mK
Coupling G: 2.60e+16 W/m3K
k/G: 1.2231e-14 m2
Decay length L = sqrt(k/G): 110.6 nm
Decay length, finite differences: 110.6 nm
Lattice temperature T0: 300 K
Wall difference dT: 30 K
theta at 0 nm: formula 30.00 K, numeric 30.00 K
theta at 50 nm: formula 19.09 K, numeric 19.09 K
theta at 100 nm: formula 12.15 K, numeric 12.15 K
theta at 200 nm: formula 4.92 K, numeric 4.92 K
theta at 300 nm: formula 1.99 K, numeric 1.99 K
theta at 500 nm: formula 0.33 K, numeric 0.33 K
Wall flux sqrt(kG)*dT: 86.3 GW/m2
Integrated loss, numeric: 86.3 GW/m2
-- lattice free to warm --
Lattice conductivity kp (rough): 3 W/mK
Steady decay length of Te-Tl: 10.7 nm
Same, finite differences: 10.7 nm
L if kp is subtracted from k: 110.1 nm
-- time window --
Electron and atom density (rough): 5.9e+28 1/m3
Fermi energy: 5.53 eV
Fermi speed: 1.39e+06 m/s
Electron heat capacity Ce: 1.88e+04 J/m3K
Ce from Fermi integral: 1.88e+04 J/m3K
Lattice heat capacity Cl: 2.44e+06 J/m3K
Electron relaxation time Ce/G: 0.72 ps
Lattice warming time Cl/G: 94 ps
Initial lattice warming at wall: 0.32 K/ps
1/e distance of Te-Tl at 0.2 ps: 66.9 nm
1/e distance of Te-Tl at 4.0 ps: 112.9 nm
Wall lattice rise at 4.0 ps: 1.24 K
Same, without kp: 1.25 K
-- ballistic electrons --
Mean free path l: 36.4 nm
l/L: 0.329
Loss fraction per collision: 0.0361
Kinetic decay length: 112.2 nm
Amplitude of exponential / wall value: 0.790
Weak-loss slip coefficient, numeric: 0.714
-- k proportional to Te --
1/e distance for dT: 115.2 nm
Same, boundary-value solver: 115.2 nm
```
